# How a uniformly averaging Kelvin side tap measures contact interface resistivity, part 2

A Kelvin measurement seeks the interface resistivity $\rho_c$ (resistance times area) between a metal contact and the semiconductor sheet below it. The contact has length $L$ along the current, $0\le x\le L$, and width $W$ across it, $0\le y\le W$. The sheet resistance is $R_s$, in ohms per square, and $L_T=\sqrt{\rho_c/R_s}$ is the transfer length. The current $I$ enters at $x=0$ and leaves the sheet only into the metal. The sheet potential $V$ is measured from the metal, and the interface current density is $J=V/\rho_c$ when the interface is ohmic.

For a uniform, ohmic interface and a tap reading the uniform mean $\langle V\rangle$ over the contact, charge balance gives

$$\boxed{\frac{V_{\rm tap}}{I}=\frac{\rho_c}{LW}} \tag{3}$$

For constant $R_s$ and a metal at one potential, the one-dimensional profile is

$$\frac{V(x)}{I}=\frac{R_sL_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)} . \tag{7}$$

Its mean gives equation (3) again.

A flush side arm, leaving the side $y=W$ over the full length $L$ and carrying no net current, reads $u(W)/L$, where $u(y)=\int_0^LV\,dx$. With $j(y)$ the current per unit width entering at $x=0$, and constant $R_s$,

$$u''-\frac{u}{L_T^2}=-R_s\,j(y),\qquad u'(0)=u'(W)=0 . \tag{6}$$

If the metal has sheet resistance $R_m$ and its tap reads the potential at the exit end $x=L$, the added resistance is at most $R_mL/(2W)$.

The example has $L=1.0$ µm, $W=0.8$ µm and $\rho_c=1.0\times10^{-7}$ Ω cm², so $\rho_c/(LW)=12.5$ Ω; usually $R_s=100$ Ω/sq. Two-dimensional readings come from a resistor network. The computed results also include earlier checks: a sheet resistance rising fivefold from 100 Ω/sq along $x$, a resistive metal, and $\rho_c$ doubling linearly across the contact, compared with the parallel value $1/\langle1/\rho_c\rangle$ divided by $LW$.

### What depends on the transfer length

Write $a=L/L_T$. Since $R_sL_T/W=a\rho_c/(LW)$, the potentials at the two ends are

$$\frac{V(0)}{I}=\frac{\rho_c}{LW}\,a\coth a,\qquad \frac{V(L)}{I}=\frac{\rho_c}{LW}\,\frac{a}{\sinh a}.$$

For a short contact, $a\ll1$, these become $\rho_c/(LW)$ times $1+a^2/3$ and $1-a^2/6$. The potential is then nearly uniform, and the position of the tap matters little. For a long contact, $a\gg1$, the front value tends to $\rho_c/(L_TW)$, because about one transfer length carries the current, and the far value falls as $2ae^{-a}$.

With $L$, $W$ and $\rho_c$ held at the example values and the sheet resistance changed, the readings in ohms are:

| $R_s$ (Ω/sq) | $L_T$ (µm) | front | far end | mean |
|---|---|---|---|---|
| 10 | 1.000 | 16.4 | 10.6 | 12.5 |
| 100 | 0.316 | 39.7 | 3.35 | 12.5 |
| 1000 | 0.100 | 125 | 0.011 | 12.5 |

### A tap that covers part of the contact

If the tap averages over $a_1\le x\le a_2$, integrating equation (7) gives

$$\frac{V_{\rm tap}}{I}=\frac{\rho_c}{W(a_2-a_1)}\, \frac{\sinh[(L-a_1)/L_T]-\sinh[(L-a_2)/L_T]}{\sinh(L/L_T)} .$$

For $R_s=100$ Ω/sq, the average of equation (7) over the front half is 20.1 Ω and over the far half 4.9 Ω. Their mean is 12.5 Ω, as it must be, but neither alone gives $\rho_c$ without knowledge of $L_T$. A side arm covering half the contact would also disturb the profile, so its reading would differ somewhat from these values.

Could another weighting also be independent of the transfer length? Let the tap read $\int_0^Lw\,V\,dx$ with a continuous weight of unit integral, and put $s=L-x$. For the reading to equal $\rho_cI/(LW)$ at every $L_T$, equation (7) requires

$$\int_0^L w\,\cosh\frac{s}{L_T}\,ds=\frac{L_T}{L}\sinh\frac{L}{L_T}=\int_0^L\frac1L\cosh\frac{s}{L_T}\,ds .$$

Expand both sides in powers of $1/L_T^2$ and compare coefficients. The difference $d=w-1/L$ must satisfy $\int_0^Ld\,s^{2n}\,ds=0$ for every $n\ge0$. On $0\le s\le L$, any continuous function can be approximated as closely as desired by polynomials in $s^2$, since $s^2$ is itself a one-to-one variable there. Hence $\int_0^Ld\,f\,ds=0$ for every continuous $f$. The choice $f=d$ gives $\int_0^Ld^2\,ds=0$, so $d=0$. Among continuous weights, the uniform one alone gives the stated reading for all transfer lengths.

A discrete version can be computed. Divide the contact into quarters and demand a reading of 12.5 Ω at four sheet resistances: the three in the table and one ten times the largest. Solving for the four weights gives 0.2500 each.

### A curved interface law

The profile also gives the first correction when the interface is not quite ohmic. As an illustration take the diode-like law

$$J=\frac{V_0}{\rho_c}\left(e^{V/V_0}-1\right)=\frac1{\rho_c}\left(V+\frac{V^2}{2V_0}+\dots\right).$$

Integrating over the contact, $I=(LW/\rho_c)\left(\langle V\rangle+\langle V^2\rangle/2V_0\right)$ to this order, and therefore

$$\frac{\langle V\rangle}{I}\simeq\frac{\rho_c}{LW}-\frac{\langle V^2\rangle}{2V_0I},$$

where $\langle V^2\rangle$ may be taken from equation (7). Reversing the current changes the sign of $I$ but not of $\langle V^2\rangle$, so the correction cancels at first order in the mean of the two resistances.

At 0.1 mA and 100 Ω/sq the mean interface voltage is $0.1\ \text{mA}\times12.5\ \Omega=1.25$ mV, and the front value is 3.97 mV. With $V_0$ set to the thermal voltage at 300 K, 25.85 mV, the first-order shift is −0.49 Ω. The full law gives 12.03 Ω in one direction and 13.01 Ω in the other, and their mean is 12.52 Ω.

### What each derivation assumes

Both derivations need a uniform, ohmic interface, a metal at one potential (or a metal tap that averages as well), no current leaving except into the metal, and a tap that weights the contact uniformly.

The charge balance needs nothing more. It makes no use of how current flows within the sheet, so $R_s$ may vary with $x$, and the sheet need not even obey Ohm's law. In return it gives one number, the mean, and is silent about the potential at any point.

The profile assumes in addition an ohmic sheet of constant $R_s$, and equation (7) needs the metal itself to be at one potential, whatever the metal tap averages. It then supplies what the balance cannot: the end potentials, the average over any part of the contact, the proof that the weighting must be uniform, and the size of the curvature correction. It is not wholly independent, because the equation for $V$ already contains the local charge balance. The difference is that the total current enters through the slope at the front instead of through the sum over the interface.

The balance also shows where a real structure goes wrong. In the two-dimensional sheet, integrating $V/\rho_c$ over the contact window still gives $I$, so the mean over the window is $\rho_cI/(LW)$ for any pattern of flow. A geometric error in the reading is therefore the difference between what the tap averages and the mean over the window.

### Crowding at the entry

Equation (6) gives that difference for a flush contact. Multiply it by $g=\cosh(y/L_T)$, which obeys $g''=g/L_T^2$ and $g'(0)=0$, and integrate from 0 to $W$:

$$\int_0^W(u''g-ug'')\,dy=\left[u'g-ug'\right]_0^W=-\frac{u(W)}{L_T}\sinh\frac{W}{L_T}=-R_s\int_0^Wj\,g\,dy .$$

The tap reads $u(W)/L$, so

$$V_{\rm tap}=\frac{R_sL_T}{L\sinh(W/L_T)}\int_0^Wj(y)\cosh\frac{y}{L_T}\,dy . \tag{8}$$

The weight grows toward the tap side $y=W$, and current crowded there raises the reading. If $W\ll L_T$ the weight is nearly constant, the integral reduces to $I$, and equation (3) returns for any entry pattern.

Now add a feed 1.5 µm long and as wide as the contact, with uniform current at its outer end and $R_s=100$ Ω/sq throughout. The network gives 12.99 Ω, about 4 % above the ideal value. Equation (8), evaluated with the entry current computed on the same mesh, gives the same 12.99 Ω. The re-entrant corner between feed and arm slows convergence, and further refinement raises the reading by about 0.02 Ω, to 13.01 Ω. On the finer mesh, of step 0.0125 µm, the entry current in the strip next to the tap is 1.8 times the mean. That figure belongs to the mesh strip and is not a limiting value at the corner.

### A margin around the window

In practice the diffused region usually extends beyond the contact window. Let the margin be the same on all four sides, with the feed and arm widened to match. Between the window and the arm no current goes into the metal, so the potential integrated over $x$ obeys $u''=-R_sj$. With $u'=0$ at the arm, $u'$ is positive throughout that strip when $j$ is positive: the current entering the strip must flow back to the window, and the mean potential rises toward the tap. The front margin raises the reading as well, because the widened arm now also averages over sheet that lies before the window, where the potential is higher than at the window's edge. The other two margins act the other way: the far one adds sheet at low potential to the average, and current that enters beside the window on the side away from the tap crowds toward that side. In this example the increases are the larger.

With the window, $\rho_c$ and $R_s$ unchanged, a margin of 0.1 µm gives 16.1 Ω and one of 0.2 µm gives 18.8 Ω. These readings are 29 % and 51 % above 12.5 Ω, crowding included. Halving the mesh step changed them by less than 0.02 Ω.

### The depth of the sheet

A sheet of thickness $t$ has bulk resistivity $R_st$, and current must also climb to the interface. Let $z$ be the depth below the interface and $p(z)$ the mean of $V$ over $x$. For current entering uniformly in depth, $\partial V/\partial x=-R_sI/W$ at $x=0$. Laplace's equation in $x$ and $z$, integrated over $x$, gives $Lp''=-R_sI/W$. The underside is insulating, $p'(t)=0$, so

$$p'(z)=\frac{R_sI}{LW}(t-z),\qquad p(z)=p(0)+\frac{R_sI}{LW}\left(tz-\frac{z^2}2\right).$$

Charge balance fixes $p(0)=\rho_cI/(LW)$. A tap that averages over depth as well, without disturbing this potential, sees the mean of $tz-z^2/2$, which is $t^2/2-t^2/6=t^2/3$. The apparent interface resistivity is then $\rho_c+R_st^2/3$.

For $t=0.1$ µm the added resistance is $100\times0.1^2/(3\times1.0\times0.8)=0.42$ Ω. A computed depth section with uniform entry gives 12.92 Ω. With a feed 0.5 µm long it gives 12.90 Ω, 3.2 % above the ideal value.

### Beside a real contact

The example is meant to resemble nickel silicide on heavily doped n-type silicon, with $\rho_c$ near $10^{-7}$ Ω cm², a sheet of about 100 Ω/sq and a depth near 0.1 µm, all rough values. Contacts developed for small transistors can have much lower $\rho_c$, and the example does not represent them. For a tap along the full contact and a metal of 0.1 Ω/sq, the largest of the errors computed above comes from the margin: one of 0.1 µm moves the apparent $\rho_c$ from $1.0\times10^{-7}$ to about $1.3\times10^{-7}$ Ω cm². Depth and entry crowding each contribute a few per cent, as does interface curvature in a single current direction under the illustrative law. That law does not describe this contact: a sheet of 100 Ω/sq and 0.1 µm depth implies a doping near $10^{20}$ cm⁻³, where current crosses the barrier mainly by tunnelling and the curvature is expected to be several times weaker than with $V_0$ equal to the thermal voltage. A thin silicide film without thicker metal on it can have several ohms per square. At 5 Ω/sq the bound $R_mL/(2W)$ for a metal tap at the exit end is 3.1 Ω and the added resistance itself about 2.6 Ω, comparable with the 3.6 Ω added by a 0.1 µm margin. The separate errors need not add. The margin and crowding figures also assume the same sheet resistance under the window as outside it, whereas silicide formation consumes silicon; with 200 Ω/sq under the window the 0.1 µm margin gives about 18.5 Ω instead of 16.1 Ω. The depth error grows in relative size as $\rho_c$ falls: at fixed $R_s$ and $t$, the term $R_st^2/3=3.3\times10^{-9}$ Ω cm² would be a third of an interface resistivity of $10^{-8}$ Ω cm². That figure is for entry uniform in depth; $L_T$ then equals $t$, and with a feed 0.5 µm long the added share is about 0.30. For a structure of this kind, $V_{\rm tap}LW/I$ should be treated as an apparent value until the flow around the window has been calculated for the actual layout. The numerical output below lists the computed readings for the example.

## Computed results

```
contact length L = 1.0 um, width W = 0.8 um
interface resistivity = 1.0e-07 ohm cm2
sheet resistance = 100 ohm/sq, depth = 0.1 um
current = 0.1 mA, temperature = 300 K
transfer length = 0.3162 um, L/L_T = 3.162
rho_c/(L W) = 12.5000 ohm
mean interface voltage = 1.250 mV
front interface voltage = 3.967 mV
mean current density = 1.250e+04 A/cm2
sheet (ohm/sq), L_T (um), front, end, mean readings (ohm):
  10, 1.0000, 16.4129, 10.63648, 12.5000
  100, 0.3162, 39.6704, 3.35243, 12.5000
  1000, 0.1000, 125.0000, 0.01135, 12.5000
sheet rising fivefold along x: mean = 12.5000 ohm
tap over front half = 20.0654 ohm
tap over far half = 4.9346 ohm
recovered quarter weights = 0.2500 0.2500 0.2500 0.2500
2D, uniform entry, no margin = 12.5000 ohm
2D with feed: margin (um), coarse, fine (ohm), fine error (%):
  0.0, 12.968, 12.993, +3.9
  0.1, 16.098, 16.116, +28.9
  0.2, 18.807, 18.821, +50.6
2D mesh steps = 0.025 and 0.0125 um
no margin, reading from entry profile = 12.992 ohm
entry current next to tap / mean = 1.77 (fine mesh)
depth formula, added resistance = 0.4167 ohm
depth section, uniform entry = 12.9172 ohm
depth section, with feed = 12.9034 ohm
depth error with feed = +3.23 %
metal 50 ohm/sq, both average = 12.5000 ohm
metal 0.1 ohm/sq, end tap adds 0.0533 ohm
metal end-tap error = +0.43 %
thermal voltage = 25.85 mV
diode-like law, forward = 12.0267 ohm
diode-like law, reverse = 13.0087 ohm
first-order shift, formula = -0.4904 ohm
average of both directions = 12.5177 ohm
rho_c from 1x to 2x, parallel value = 18.0337 ohm
  reading, low rho_c at front = 16.1063 ohm
  reading, high rho_c at front = 20.3628 ohm
```
